# Charge Gap of a Half-Filled Shell: Two Derivations of F0+2lJ: a numerical check

```python
"""Charge gap of a half-filled atomic shell with the full Coulomb interaction.

Result under test: E(N+1) + E(N-1) - 2 E(N) = F0 + 2 l J for N = 2l+1.
l   : angular momentum of the shell (1 = p, 2 = d, 3 = f)
F^k : Slater integrals, k = 0, 2, ..., 2l;  U = F0
J   : defined by U - J = mean over m != m' of (U_mm' - J_mm')
s_k : (2l+1) * (3j symbol l k l; 0 0 0)^2
The energies come from diagonalization in the sector of lowest |M_S| and
M_L = 0, which contains exactly one state of every multiplet.
The orbital energy is set to zero; it cancels in the gap.
"""
from itertools import combinations
from math import factorial, pi, sqrt
import numpy as np
from scipy.integrate import quad
from scipy.special import gamma, gammainc, lpmv
from sympy.physics.wigner import wigner_3j

NODES, WEIGHTS = np.polynomial.legendre.leggauss(24)


def theta_part(l, m):
    """Polar factor of the spherical harmonic Y_lm on the quadrature nodes."""
    a = abs(m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - a) / factorial(l + a))
    sign = (-1)**a if m < 0 else 1
    return sign * norm * lpmv(a, l, NODES)


def angular_integrals(l, k):
    """Matrix c^k(m, m') from direct quadrature of three harmonics."""
    n = 2*l + 1
    c = np.zeros((n, n))
    for i in range(n):
        for j in range(n):
            if abs(i - j) <= k:
                product = (theta_part(l, i - l) * theta_part(k, i - j)
                           * theta_part(l, j - l))
                c[i, j] = sqrt(4*pi/(2*k + 1)) * 2*pi * np.dot(WEIGHTS, product)
    return c


def coulomb_tensors(l):
    """Array [k, a, b, c, d] of coefficients of F^k in <ab|cd>."""
    n = 2*l + 1
    idx = np.arange(n)
    conserve = (idx[:, None, None, None] + idx[None, :, None, None]
                == idx[None, None, :, None] + idx[None, None, None, :])
    out = []
    for k in range(0, 2*l + 1, 2):
        c = angular_integrals(l, k)
        out.append(np.einsum('ac,db->abcd', c, c) * conserve)
    return np.array(out)


def pair_table(l, tensors):
    """Antisymmetrized two-electron elements between spin-orbital pairs."""
    n = 2*l + 1
    pairs = list(combinations(range(2*n), 2))
    table = {}
    for r, s in pairs:
        entries = []
        for p, q in pairs:
            value = np.zeros(len(tensors))
            if p//n == r//n and q//n == s//n:
                value = value + tensors[:, p % n, q % n, r % n, s % n]
            if p//n == s//n and q//n == r//n:
                value = value - tensors[:, p % n, q % n, s % n, r % n]
            if np.max(np.abs(value)) > 1e-13:
                entries.append((p, q, value))
        table[r, s] = entries
    return table


def parity_below(state, orbital):
    return (state & ((1 << orbital) - 1)).bit_count()


def sector_matrices(l, electrons, table):
    """Matrices H_k with H = sum_k F^k H_k in the chosen sector."""
    n = 2*l + 1
    n_up = (electrons + 1)//2
    states = []
    for occ in combinations(range(2*n), electrons):
        if (sum(p < n for p in occ) == n_up
                and sum(p % n - l for p in occ) == 0):
            states.append((sum(1 << p for p in occ), occ))
    index = {bits: i for i, (bits, _) in enumerate(states)}
    h = np.zeros((l + 1, len(states), len(states)))
    for j, (bits, occ) in enumerate(states):
        for r, s in combinations(occ, 2):
            without_r = bits ^ (1 << r)
            rest = without_r ^ (1 << s)
            count = parity_below(bits, r) + parity_below(without_r, s)
            for p, q, value in table[r, s]:
                if rest & ((1 << p) | (1 << q)):
                    continue
                with_q = rest | (1 << q)
                total = count + parity_below(rest, q) + parity_below(with_q, p)
                h[:, index[with_q | (1 << p)], j] += (-1)**total * value
    assert np.allclose(h, h.transpose(0, 2, 1), atol=1e-11)
    return h


def spectrum(matrices, slater):
    return np.linalg.eigvalsh(np.tensordot(slater, matrices, axes=1))


def nodeless_slater(l, k):
    """F^k, up to a common factor, for the radial function r^(l+1) exp(-r)."""
    power = 2*l + 2
    a = power + k + 1

    def integrand(r):
        inner = gammainc(a, 2*r) * gamma(a) / 2**a
        return r**(power - k - 1) * np.exp(-2*r) * inner
    return 2*quad(integrand, 0, 40, epsabs=0, epsrel=1e-10, limit=200)[0]


closed_J = {1: lambda F: F[1]/5,
            2: lambda F: (F[1] + F[2])/14,
            3: lambda F: (286*F[1] + 195*F[2] + 250*F[3])/6435}
examples = {1: np.array([6.0, 5.0]),
            2: np.array([6.0, 8.6, 5.4]),
            3: np.array([6.0, 12.0, 8.0, 6.0])}
corner_rays = {1: [[0, 1]],
               2: [[0, 1, 0], [0, 1, 1]],
               3: [[0, 1, .5, .25], [0, 1, .5, .5], [0, 1, 1, .5], [0, 1, 1, 1]]}

for l in (1, 2, 3):
    name = {1: 'p', 2: 'd', 3: 'f'}[l]
    n = 2*l + 1
    F = examples[l]
    tensors = coulomb_tensors(l)
    V = np.tensordot(F, tensors, axes=1)
    direct = np.einsum('abab->ab', V)
    exchange = np.einsum('abba->ab', V)

    # Sums over a filled spin shell, and J from its definition.
    s = np.array([float(n*wigner_3j(l, k, l, 0, 0, 0)**2)
                  for k in range(0, 2*l + 1, 2)])
    assert np.allclose(direct.sum(axis=1), n*F[0], atol=1e-10)
    assert np.allclose(exchange.sum(axis=1), s @ F, atol=1e-10)
    off = ~np.eye(n, dtype=bool)
    J = F[0] - np.mean((direct - exchange)[off])
    assert abs(J - closed_J[l](F)) < 1e-10

    # Complete diagonalization for N-1, N and N+1 electrons.
    table = pair_table(l, tensors)
    H = {N: sector_matrices(l, N, table) for N in (n - 1, n, n + 1)}
    levels = {N: spectrum(H[N], F) for N in H}
    E = {N: levels[N][0] for N in H}
    removal, addition = E[n] - E[n - 1], E[n + 1] - E[n]
    gap = addition - removal
    assert abs(removal - 2*l*(F[0] - J)) < 1e-8
    assert abs(addition - n*F[0]) < 1e-8
    assert abs(gap - (F[0] + 2*l*J)) < 1e-8
    margin = {N: levels[N][1] - levels[N][0] for N in H}
    assert min(margin.values()) > 1e-6
    assert np.allclose(levels[n - 1] - E[n - 1], levels[n + 1] - E[n + 1],
                       atol=1e-8)

    # Lower bound at half filling, separately for each multipole k > 0.
    for i in range(1, l + 1):
        lowest = np.linalg.eigvalsh(H[n][i])[0]
        assert abs(lowest + n*s[i]/2) < 1e-9

    # Maximum-spin state is lowest for N-1 and N+1 on every corner ray.
    ray_margins = []
    for ray in corner_rays[l]:
        ray = np.array(ray, dtype=float)
        for N in (n - 1, n + 1):
            e = spectrum(H[N], ray)
            assert abs(e[0] - (1 - N)*(s @ ray)/2) < 1e-9
            assert e[1] - e[0] > 1e-6
            ray_margins.append(e[1] - e[0])

    print(f"{name}{n}: F^k (k=0,2,..) = {', '.join(f'{x:.1f}' for x in F)} eV")
    print(f"  s_k (k=0,2,..) = {', '.join(f'{x:.6f}' for x in s)}")
    print(f"  J = {J:.6f} eV")
    print(f"  multiplets for N-1, N, N+1: "
          f"{', '.join(str(len(levels[N])) for N in H)}")
    print(f"  E(N-1), E(N), E(N+1) = "
          f"{', '.join(f'{E[N]:.6f}' for N in H)} eV")
    print(f"  removal step E(N)-E(N-1) = {removal:.6f} eV")
    print(f"  addition step E(N+1)-E(N) = {addition:.6f} eV")
    print(f"  gap from diagonalization = {gap:.6f} eV")
    print(f"  F0 + {2*l} J = {F[0] + 2*l*J:.6f} eV")
    print(f"  (gap - F0)/J = {(gap - F[0])/J:.6f}")
    print(f"  next multiplet above lowest, N-1, N, N+1: "
          f"{', '.join(f'{margin[N]:.4f}' for N in H)} eV")
    print(f"  smallest such distance on corner rays = "
          f"{min(ray_margins):.5f} F2")

    if l > 1:
        radial = np.array([nodeless_slater(l, k) for k in range(2, 2*l + 1, 2)])
        ratios = radial / radial[0]
        assert 0 < ratios[1] < 1
        if l == 3:
            assert 0.5 < ratios[1] < 1 and 0.5 < ratios[2]/ratios[1] < 1
        print(f"  hydrogen-like {l + 1}{name} F^k/F2 (k=4,..) = "
              f"{', '.join(f'{x:.4f}' for x in ratios[1:])}")

    if l == 2:
        # Plain mean of off-diagonal exchange integrals in real orbitals.
        T = np.zeros((n, n), dtype=complex)
        T[l, l] = 1
        for m in range(1, l + 1):
            T[l + m, l - m], T[l + m, l + m] = 1/sqrt(2), (-1)**m/sqrt(2)
            T[l - m, l - m], T[l - m, l + m] = 1j/sqrt(2), -1j*(-1)**m/sqrt(2)
        assert np.allclose(T @ T.conj().T, np.eye(n))
        K = np.einsum('am,bn,bp,aq,mnpq->ab', T.conj(), T.conj(), T, T, V,
                      optimize=True)
        assert np.max(np.abs(K.imag)) < 1e-10
        J_real = np.mean(K.real[off])
        assert abs(J_real - 5*J/7) < 1e-10
        wrong_gap = F[0] + 2*l*J_real
        print(f"  mean real-orbital exchange = {J_real:.6f} eV")
        print(f"  its ratio to J = {J_real/J:.6f}")
        print(f"  gap if it replaced J = {wrong_gap:.6f} eV")
        print(f"  error of that gap = {wrong_gap - gap:.6f} eV")

    if l == 3:
        only_F2 = np.array([0.0, 1.0, 0.0, 0.0])
        e = spectrum(H[n - 1], only_F2)
        maximum_spin = (1 - (n - 1))*s[1]/2
        print(f"  f6 with F4=F6=0: maximum-spin energy = {maximum_spin:.6f} F2")
        print(f"  f6 with F4=F6=0: two lowest energies = "
              f"{e[0]:.6f}, {e[1]:.6f} F2")

print("ALL CHECKS PASSED")
```

Output:

```
p3: F^k (k=0,2,..) = 6.0, 5.0 eV
  s_k (k=0,2,..) = 1.000000, 0.400000
  J = 1.000000 eV
  multiplets for N-1, N, N+1: 3, 3, 3
  E(N-1), E(N), E(N+1) = 5.000000, 15.000000, 33.000000 eV
  removal step E(N)-E(N-1) = 10.000000 eV
  addition step E(N+1)-E(N) = 18.000000 eV
  gap from diagonalization = 8.000000 eV
  F0 + 2 J = 8.000000 eV
  (gap - F0)/J = 2.000000
  next multiplet above lowest, N-1, N, N+1: 1.2000, 1.8000, 1.2000 eV
  smallest such distance on corner rays = 0.24000 F2
d5: F^k (k=0,2,..) = 6.0, 8.6, 5.4 eV
  s_k (k=0,2,..) = 1.000000, 0.285714, 0.285714
  J = 1.000000 eV
  multiplets for N-1, N, N+1: 16, 16, 16
  E(N-1), E(N), E(N+1) = 30.000000, 50.000000, 80.000000 eV
  removal step E(N)-E(N-1) = 20.000000 eV
  addition step E(N+1)-E(N) = 30.000000 eV
  gap from diagonalization = 10.000000 eV
  F0 + 4 J = 10.000000 eV
  (gap - F0)/J = 4.000000
  next multiplet above lowest, N-1, N, N+1: 2.1714, 3.2857, 2.1714 eV
  smallest such distance on corner rays = 0.01837 F2
  hydrogen-like 3d F^k/F2 (k=4,..) = 0.6522
  mean real-orbital exchange = 0.714286 eV
  its ratio to J = 0.714286
  gap if it replaced J = 8.857143 eV
  error of that gap = -1.142857 eV
f7: F^k (k=0,2,..) = 6.0, 12.0, 8.0, 6.0 eV
  s_k (k=0,2,..) = 1.000000, 0.266667, 0.181818, 0.233100
  J = 1.008858 eV
  multiplets for N-1, N, N+1: 119, 119, 119
  E(N-1), E(N), E(N+1) = 74.867133, 104.813986, 146.813986 eV
  removal step E(N)-E(N-1) = 29.946853 eV
  addition step E(N+1)-E(N) = 42.000000 eV
  gap from diagonalization = 12.053147 eV
  F0 + 6 J = 12.053147 eV
  (gap - F0)/J = 6.000000
  next multiplet above lowest, N-1, N, N+1: 2.7835, 4.4597, 2.7835 eV
  smallest such distance on corner rays = 0.12538 F2
  hydrogen-like 4f F^k/F2 (k=4,..) = 0.6681, 0.4943
  f6 with F4=F6=0: maximum-spin energy = -0.666667 F2
  f6 with F4=F6=0: two lowest energies = -0.708670, -0.692860 F2
ALL CHECKS PASSED
```
